# Steady precursor profile in a polymer film with first-order trapping

## The decision that depends on the profile

Anyone who extracts a penetration length from a measured depth profile in an infiltrated polymer film must first choose a fitting function. A simple exponential ignores the substrate. When the film is two penetration lengths thick, the concentration at an impermeable substrate is about twice the exponential value, and a length inferred from the wall-to-surface ratio with the exponential is too large by about half. A second choice concerns time: the trapped material at the end of an exposure does not have the same profile as the mobile precursor, although in the linear model a complete purge restores the agreement. The formulas below settle both choices and say when neither profile applies.

## Model and conventions

The film occupies $0<z<L$, with vapour at $z=0$ and substrate at $z=L$. Let $C(z,t)$ be the number of mobile precursor molecules per volume and $P(z,t)$ the number trapped per volume. Flux $J$ is positive towards the substrate, and Fick's law gives $J=-D\,\partial C/\partial z$.

The diffusivity $D$ is constant and positive. Trapping is irreversible and removes $kC$ molecules per volume and time, with constant $k>0$. This means that the supply of sites is not noticeably reduced. The film is wide and uniform in its plane, and its thickness does not change.

In a slice of area $A$ between $z$ and $z+\Delta z$, the number of mobile molecules changes by inflow, outflow and trapping:

$$A\Delta z\,\frac{\partial C}{\partial t}=A[J(z)-J(z+\Delta z)]-A\Delta z\,kC.$$

Dividing by $A\Delta z$ and letting $\Delta z\to0$ gives $\partial C/\partial t=-\partial J/\partial z-kC$. With Fick's law,

$$\frac{\partial C}{\partial t}=D\frac{\partial^2C}{\partial z^2}-kC,\qquad \frac{\partial P}{\partial t}=kC. \tag{1}$$

The vapour holds the surface at $C(0)=C_s$. No molecule crosses the substrate or reacts there, so $J(L)=0$ and hence $C'(L)=0$.

"Steady" refers to $C$. The trapped density keeps growing, because each position continues to trap at the rate $kC$. Irreversibility matters here: if trapped molecules were released and the film reached full equilibrium, trapping and release would balance, leaving $C''=0$. The wall condition would then make $C$ uniform.

## Solving for the steady profile

Setting the time derivative of $C$ to zero and dividing by $D$ gives

$$C''=\frac{k}{D}C=\frac{C}{a^2},\qquad a=\sqrt{D/k}. \tag{2}$$

Measure distance from the substrate in units of $a$, using $x=(L-z)/a$. Since $dx/dz=-1/a$, two derivatives produce $1/a^2$, and (2) becomes $d^2C/dx^2=C$. Its general solution is

$$C=A_1\cosh x+B_1\sinh x.$$

The substrate is at $x=0$. There $dC/dx=B_1$, and the condition of zero flux requires $B_1=0$. The surface is at $x=\Lambda$, where $\Lambda=L/a$, so $C_s=A_1\cosh\Lambda$. Therefore

$$\boxed{C_{\rm ss}(z)=C_s\frac{\cosh[(L-z)/a]}{\cosh(L/a)}}. \tag{3}$$

No other steady solution satisfies these conditions. The difference $u$ of two solutions would obey $a^2u''-u=0$, $u(0)=0$ and $u'(L)=0$. Multiplying by $u$ and integrating by parts gives

$$a^2[uu']_0^L-\int_0^L(a^2u'^2+u^2)\,dz=0.$$

The boundary term vanishes at both ends. The integral of a non-negative quantity is then zero, so $u=0$.

For large $\Lambda$, direct evaluation of the hyperbolic functions can overflow. Multiplying numerator and denominator of (3) by $2e^{-\Lambda}$ gives an equivalent form with bounded exponentials:

$$\frac{C_{\rm ss}}{C_s}=\frac{e^{-z/a}+e^{-(2L-z)/a}}{1+e^{-2L/a}}. \tag{4}$$

## Thick films, thin films and a reacting wall

If $L\gg a$, the second term in the numerator of (4) is negligible except near the substrate, and the profile is $C_se^{-z/a}$. At the substrate the two terms are equal. The concentration there, divided by that at the same depth in a very thick film, is

$$\frac{C_{\rm ss}(L)}{C_se^{-L/a}}=\frac{2}{1+e^{-2L/a}}. \tag{5}$$

This ratio approaches two for a thick film. Molecules that would have moved deeper remain in the film and add to the concentration near the wall.

If $L\ll a$, then $1/\cosh\Lambda\simeq1-\Lambda^2/2$, and the fractional drop from surface to wall is

$$1-\frac{C_{\rm ss}(L)}{C_s}\simeq\frac{L^2}{2a^2}. \tag{6}$$

The drop is small because diffusion crosses the film faster than trapping removes molecules. A nearly flat profile is therefore a poor source for $a$.

The no-flux condition can be tested against a substrate that consumes precursor at the rate $\kappa C(L)$ per area, where $\kappa$ has units of velocity. The flux at the wall is $-DC'(L)=(D/a)B_1$, and $C(L)=A_1$. Equating flux and consumption gives $B_1=(\kappa a/D)A_1$. The surface condition then yields

$$C(L)=\frac{C_s}{\cosh\Lambda+(\kappa a/D)\sinh\Lambda}. \tag{7}$$

Equation (3) applies when $(\kappa a/D)\tanh\Lambda\ll1$. An impermeable substrate that reacts with the precursor can violate this condition. The condition concerns the profile only. With $\beta=\kappa a/D$, the flux through the surface is $(DC_s/a)(\tanh\Lambda+\beta)/(1+\beta\tanh\Lambda)$, so in a thin film the uptake formula (8) below also needs $\beta\ll\tanh\Lambda$. For $\Lambda=0.1$ and $\beta=0.5$ the wall concentration is within 5% of (3), but the uptake is 5.7 times the value from (8).

## Uptake and mean trapping depth

Differentiating (3), with the minus sign from $x=(L-z)/a$, gives

$$C_{\rm ss}'=-\frac{C_s}{a}\frac{\sinh[(L-z)/a]}{\cosh\Lambda}.$$

The minus sign in Fick's law makes the inward flux positive:

$$J(0)=\frac{DC_s}{a}\tanh\Lambda. \tag{8}$$

Integrating the trapping rate gives the same result:

$$k\int_0^L C_{\rm ss}\,dz=kaC_s\tanh\Lambda=\frac{DC_s}{a}\tanh\Lambda,$$

where $ka=D/a$ follows from $a^2=D/k$. For $L\gg a$ the uptake no longer grows with thickness. For $L\ll a$ it becomes $kC_sL$, since the whole film traps at nearly the surface rate.

The mean depth of steady trapping is

$$\bar z=\frac{\int_0^L z\cosh[(L-z)/a]\,dz}{\int_0^L\cosh[(L-z)/a]\,dz}.$$

In the numerator, integration by parts gives a boundary term $[-az\sinh((L-z)/a)]_0^L=0$. The remaining term is $a\int_0^L\sinh[(L-z)/a]\,dz=a^2(\cosh\Lambda-1)$. The denominator is $a\sinh\Lambda$. With $\cosh\Lambda-1=2\sinh^2(\Lambda/2)$ and $\sinh\Lambda=2\sinh(\Lambda/2)\cosh(\Lambda/2)$,

$$\bar z=a\tanh(\Lambda/2). \tag{9}$$

In a thick film this is $a$, which gives the penetration length its physical meaning. In a thin film it is $L/2$, as expected for uniform trapping.

## How quickly the mobile profile forms

Suppose the film is empty at $t=0$ and the surface is held at $C_s$ from then on. The deviation $u=C-C_{\rm ss}$ obeys

$$\frac{\partial u}{\partial t}=D\frac{\partial^2u}{\partial z^2}-ku,\qquad u(0,t)=0,\quad u'(L,t)=0.$$

Functions of the form $\sin(qz)e^{-\lambda t}$ satisfy the surface condition. The wall condition is $\cos(qL)=0$, so

$$q_n=\frac{(n+\tfrac12)\pi}{L},\qquad \lambda_n=k+Dq_n^2,\qquad n=0,1,2,\ldots \tag{10}$$

These sines are the Fourier set for the two boundary conditions. The slowest rate is $\lambda_0=k+\pi^2D/(4L^2)$. Trapping speeds the approach because it removes deviations as well as molecules.

The amplitude of each term follows from the initial deviation $u=-C_{\rm ss}$. Let $I_n=\int_0^L C_{\rm ss}\sin(q_nz)\,dz$. Replacing $C_{\rm ss}$ by $a^2C_{\rm ss}''$ and integrating by parts twice gives

$$I_n=a^2[C_{\rm ss}'\sin(q_nz)-q_nC_{\rm ss}\cos(q_nz)]_0^L-a^2q_n^2I_n.$$

At $z=L$ both boundary terms vanish. At $z=0$ the second contributes $+a^2q_nC_s$. Hence $I_n=q_nC_s/(q_n^2+1/a^2)$. Since $\int_0^L\sin^2(q_nz)\,dz=L/2$, the amplitude is $-2I_n/L$. The late fractional shortfall at the wall is therefore

$$1-\frac{C(L,t)}{C_{\rm ss}(L)}\simeq\frac{2q_0\cosh\Lambda}{L(q_0^2+1/a^2)}e^{-\lambda_0t}. \tag{11}$$

## The trapped profile at the end of an exposure

The early shortage of mobile precursor leaves a lasting deficit in $P$. Define its time integral as

$$G(z)=\int_0^\infty[C_{\rm ss}(z)-C(z,t)]\,dt.$$

Integrating the equation for $u$ over all time gives $0-(-C_{\rm ss})=-DG''+kG$, or

$$DG''-kG=-C_{\rm ss},\qquad G(0)=0,\quad G'(L)=0.$$

In terms of $x$, the factor $D/a^2$ equals $k$, so

$$\frac{d^2G}{dx^2}-G=-\frac{C_s}{k\cosh\Lambda}\cosh x.$$

The function $x\sinh x$ has second derivative $2\cosh x+x\sinh x$. Thus $\alpha x\sinh x$ is a particular solution if $2\alpha=-C_s/(k\cosh\Lambda)$. Zero slope at $x=0$ excludes an added $\sinh x$ term. An added $\cosh x$ term makes $G$ vanish at $x=\Lambda$:

$$G=\frac{C_s}{2k\cosh\Lambda}\left[\Lambda\tanh\Lambda\cosh x-x\sinh x\right].$$

Dividing by $C_{\rm ss}=C_s\cosh x/\cosh\Lambda$ gives a local lag time $\tau=G/C_{\rm ss}$. Once the transient has decayed,

$$P(z,t)\simeq kC_{\rm ss}(z)[t-\tau(z)],\qquad \tau(z)=\frac{\Lambda\tanh\Lambda-x\tanh x}{2k}. \tag{12}$$

The lag is zero at the surface and largest at the wall. For weak trapping the wall value tends to $\Lambda^2/(2k)=L^2/(2D)$, a pure diffusion time. At the end of an exposure, $P$ has nearly the shape of (3) when $t\gg\tau(L)$. A vanished mobile transient is not sufficient.

## What a complete purge changes

Now let the surface be held at $C_s$ for a duration $t_e$ and at zero afterwards, with $D$ and $k$ unchanged. Let the purge last until no mobile precursor remains, and define $I(z)=\int_0^\infty C\,dt$. The film starts and ends without mobile precursor, so integrating (1) gives

$$0=DI''-kI,\qquad I(0)=C_st_e,\quad I'(L)=0.$$

This is the steady problem with $C_s$ replaced by $C_st_e$. The final trapped density is therefore

$$P_{\rm final}(z)=kt_eC_s\frac{\cosh[(L-z)/a]}{\cosh(L/a)}. \tag{13}$$

Within the linear model, (13) holds for any exposure duration. During the purge, part of the precursor left in the film becomes trapped and supplies the material missing from (12). The rest leaves through the surface. If the surface concentration falls slowly instead of dropping at once to zero, $C_st_e$ is replaced by the time integral of the surface concentration. The amplitude changes, but the shape does not, provided the film finally empties. The result can fail if a co-reactant enters before the purge is complete, if the temperature is changed, or if part of the precursor is bound reversibly and is released during the purge, which the irreversible model excludes. Use (12) for the state at the end of an exposure long enough for the mobile transient to have decayed, and (13) after a complete purge.

## Worked example

Take $L=200$ nm, $D=1.0\times10^{-11}$ cm²/s, $k=0.10$ s$^{-1}$ and $C_s=0.020$ nm$^{-3}$. Since 1 cm² is $10^{14}$ nm², $D=1000$ nm²/s. Then

$$a=\sqrt{1000/0.10}=100\ \text{nm},\qquad \Lambda=200/100=2.$$

The steady ratio $C/C_s$ is 0.625 at 50 nm, 0.410 at 100 nm, 0.300 at 150 nm and 0.266 at the wall. As a separate check, the particle balance was solved on equal cells. The largest difference from (3) was $4.9\times10^{-5}$ of $C_s$ with 100 cells and $1.2\times10^{-5}$ with 200. The fourfold fall is the expected second-order convergence. The numerical output below gives further comparisons.

A very thick film has $C/C_s=0.135$ at 200 nm, so the wall raises the concentration by a factor of 1.96. If the ratio 0.266 were interpreted as $e^{-L/a}$, the inferred length would be $200/\ln(1/0.266)\simeq151$ nm instead of 100 nm.

The uptake is $(1000\times0.020/100)\tanh2=0.193$ nm$^{-2}$ s$^{-1}$, and the mean trapping depth is $100\tanh1=76$ nm. The slowest mobile decay rate is

$$0.10+\frac{\pi^2\times1000}{4\times200^2}=0.162\ \text{s}^{-1},$$

which corresponds to 6.2 s. After 60 s, the wall concentration is within 0.011% of its steady value, in agreement with (11).

The trapped density is less complete. Its wall lag is $2\tanh2/(2\times0.10)=9.6$ s, so the deficit at the end of the exposure is $9.6/60$, or 16% of $kC_{\rm ss}t$. The wall density is

$$P(L)=0.10\times0.00532\times(60-9.64)=0.0268\ \text{nm}^{-3}.$$

At the surface it is $0.10\times0.020\times60=0.12$ nm$^{-3}$. After a complete purge, (13) gives 0.0319 nm$^{-3}$ at the wall and the same 0.12 nm$^{-3}$ at the surface.

To infer $a$ from a wall-to-surface ratio $r$ after a complete purge, invert (13):

$$a=\frac{L}{\operatorname{arcosh}(1/r)}. \tag{14}$$

Applying this to the unpurged ratio $0.0268/0.12=0.223$ gives about 92 nm, an error of −8% relative to the model value. After a complete purge, the profile shape determines the ratio $D/k$, but not $D$ and $k$ separately.

## When the sites run out

For a finite initial site density $S_0$, replace the trapping rate by $kC(1-P/S_0)$. At the surface $C=C_s$, so

$$\frac{dP}{dt}=kC_s\left(1-\frac{P}{S_0}\right),\qquad \frac{P(0,t)}{S_0}=1-e^{-kC_st/S_0}. \tag{15}$$

The description as inexhaustible sites requires $kC_st/S_0\ll1$. With $S_0=5.0$ nm$^{-3}$, the exhaustion time $S_0/(kC_s)$ is 2500 s. A 60 s exposure uses 2.4% of the surface sites. At fixed $D$, site loss changes the trapped density near the wall by just 0.06% relative to the linear model.

At 3000 s the approximation has failed. With constant $D$, the calculated wall-to-surface ratio of trapped density is about 0.47, compared with 0.266 from (3). Trapping near the surface slows as sites fill, while the deeper film continues to fill. Fitting (14) to such a profile would overestimate $a$. This direction of error is not general. With the assumed molecular volume given below, the precursor near the surface would by then occupy about half the original film volume, so constant $D$ and thickness are doubtful. If trapped product slows diffusion according to the law in the next section, the ratio falls to about 0.08 and the same fit underestimates $a$.

## Other limits of the example

The parameters are round values intended for the rough regime of vapour-phase infiltration of a polymer by a metal-organic precursor. They do not describe a particular material. Diffusivity and trapping rate depend strongly on the polymer, precursor and temperature, so they must be determined for the system in use. At the assumed 0.5 Torr and 363 K, the ideal-gas density is about $1.3\times10^{-5}$ nm$^{-3}$. The chosen $C_s$ is some 1500 times larger and therefore assumes strong sorption. Long exposures can break the assumption of unused sites, with the change in profile shown above for 3000 s.

Trapped product may also slow diffusion. Under the assumed law $D\exp(-10P/S_0)$, the 60 s trapped density near the wall falls by 5.3% relative to the finite-site calculation with constant $D$. The exponent is an illustration, and a stronger dependence would matter more.

Entry from the gas can lower the surface concentration below its equilibrium value $C_s$. If a fraction $s$ of impinging molecules enters, balance with the reverse flux gives a net inflow $sF(1-C(0)/C_s)$, where $F=p/\sqrt{2\pi mk_BT}$, $p$ is pressure and $m$ molecular mass. For $m=100$ u, $F=9.2\times10^5$ nm$^{-2}$ s$^{-1}$. With an assumed $s=10^{-4}$, the steady drop is $0.193/(10^{-4}\times9.2\times10^5)$, or 0.21% of $C_s$. This estimate does not cover the initial moments, when the concentration gradient and uptake are larger.

With an assumed molecular volume of 0.15 nm³, mobile and trapped precursor near the surface together occupy 2.1% of the original film volume after 60 s. That figure indicates the scale of possible swelling, but does not predict its effect on $D$.

Temperature also changes the penetration length. If $D$ and $k$ follow Arrhenius laws with assumed activation energies of 0.8 and 0.5 eV, warming the film by 10 K raises $a$ from 100 to 114 nm. At fixed thickness, the steady wall-to-surface ratio then rises from 0.27 to 0.33. A penetration length should therefore be reported with its film temperature, and a value from one temperature should not be used at another without data for both rates.

## Table of computed values

```
Film thickness L = 200 nm
Diffusivity D = 1.0e-11 cm2/s = 1000 nm2/s
Trapping rate k = 0.10 1/s
Surface concentration Cs = 0.020 1/nm3
Site density S0 = 5.0 1/nm3
Exposure = 60 s
Penetration length a = 100.0 nm; L/a = 2.000
Depth (nm), C/Cs formula, C/Cs numerical:
  50  0.6253  0.6253
  100  0.4102  0.4102
  150  0.2997  0.2997
  200  0.2658  0.2658
Largest profile error, 100 cells = 4.93e-05 of Cs
Largest profile error, 200 cells = 1.24e-05 of Cs
Wall concentration = 0.00532 1/nm3
Thick-film C/Cs at depth L = 0.1353
Wall gain over thick film = 1.9640
Thin-film test: L = 10.0 nm, drop = 0.498 %
Steady uptake, formula = 0.1928 1/(nm2 s)
Steady uptake, numerical = 0.1928 1/(nm2 s)
Mean trapping depth, formula = 76.16 nm
Mean trapping depth, numerical = 76.16 nm
Slowest decay rate, formula = 0.1617 1/s
Slowest decay rate, numerical = 0.1617 1/s
Slowest decay time = 6.18 s
Mobile shortfall at wall after exposure = 0.011 %
Trapping lag at wall = 9.64 s
Trapped density near surface = 0.1187 1/nm3
Trapped density near wall = 0.0268 1/nm3
Largest relative error of lag formula = 5.8e-05
Loss of trapped density at wall from lag = 16.1 %
Site exhaustion time S0/(k Cs) = 2500 s
Surface sites used after exposure = 2.37 %
Wall trapped density change, finite sites = 0.06 %
Assumed slowing exponent = 10
Further wall change, slowed diffusion = -5.27 %
Long exposure = 3000 s
Wall/surface trapped ratio, long exposure = 0.473
Temperature = 363 K; pressure = 0.5 Torr
Assumed molecular mass = 100 u
Gas impingement = 9.22e+05 1/(nm2 s)
Assumed entry probability = 1e-04
Surface concentration drop from entry = 0.21 %
Assumed molecular volume = 0.15 nm3
Precursor volume / film volume at surface = 2.08 %
Assumed activation energies, D and k = 0.8, 0.5 eV
Penetration length 10 K warmer = 113.7 nm
```
